# Exchange tensor decomposition and the five Moriya rules: verification in Python

```python
"""Bilinear exchange between two spins and the Moriya rules.

Result under test: H = S1.J.S2 = J0 S1.S2 + D.(S1 x S2) + S1.Gamma.S2 with
J0 = tr(J)/3, D_c = (1/2) eps_abc J_ab, Gamma symmetric and traceless.
A symmetry with orthogonal matrix R acts on spins by M = det(R) R and requires
D = s M D, where s = -1 if it exchanges the two sites and s = +1 otherwise.

J is obtained from a microscopic model that knows nothing of these rules:
two electrons on two s-like sites (repulsion U) and on ligand p orbitals with
spin-orbit coupling. Sites lie at z = -1 (A, spin 1) and z = +1 (B, spin 2);
lengths are in units of half the bond length. Hoppings fall as 1/distance^2.
Input energies are in eV, exchange constants in meV.
"""
import numpy as np
from scipy.linalg import eigh, expm, null_space
from scipy.spatial.transform import Rotation
from scipy.constants import physical_constants

REPULSION = 6.0        # U on each magnetic site
LIGAND_LEVEL = 4.0     # p level above the magnetic s level
HOP_DIRECT = -0.2      # s-s hopping between A and B
HOP_SP = 0.8           # s-p sigma hopping at distance 1
HOP_PP_SIGMA = 0.3     # p-p sigma hopping at distance 1
HOP_PP_PI = -0.1       # p-p pi hopping at distance 1
SPIN_ORBIT = 0.4       # lambda in lambda L.S on the ligands

SITES = np.array([[0.0, 0.0, -1.0], [0.0, 0.0, 1.0]])
I2, I3 = np.eye(2), np.eye(3)
EPS = np.zeros((3, 3, 3))
for a, b, c in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    EPS[a, b, c] = 1.0
    EPS[b, a, c] = -1.0
SPIN = 0.5 * np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]],
                       [[1, 0], [0, -1]]], dtype=complex)
S1 = np.array([np.kron(s, I2) for s in SPIN])
S2 = np.array([np.kron(I2, s) for s in SPIN])
PAIR_OPS = np.array([S1[a] @ S2[b] for a in range(3) for b in range(3)])


def dm_vector(tensor):
    return 0.5 * np.einsum('abc,ab->c', EPS, tensor)


def decompose(tensor):
    iso = np.trace(tensor) / 3
    gamma = 0.5 * (tensor + tensor.T) - iso * I3
    return iso, dm_vector(tensor), gamma


def exchange_tensor(ligands, soc=SPIN_ORBIT):
    """Exchange tensor in meV and smallest overlap with the spin space."""
    ligands = np.asarray(ligands, dtype=float)
    n_orb = 2 + 3 * len(ligands)
    hop = np.zeros((n_orb, n_orb))
    hop[0, 1] = hop[1, 0] = HOP_DIRECT
    blocks = [slice(2 + 3 * k, 5 + 3 * k) for k in range(len(ligands))]
    for k, pos in enumerate(ligands):
        hop[blocks[k], blocks[k]] = LIGAND_LEVEL * I3
        for site in range(2):
            vec = pos - SITES[site]
            amp = HOP_SP * vec / np.linalg.norm(vec) ** 3
            hop[site, blocks[k]] = amp
            hop[blocks[k], site] = amp
        for m in range(k):
            vec = pos - ligands[m]
            dist = np.linalg.norm(vec)
            along = np.outer(vec, vec) / dist ** 2
            pp = (HOP_PP_SIGMA * along + HOP_PP_PI * (I3 - along)) / dist ** 2
            hop[blocks[k], blocks[m]] = pp
            hop[blocks[m], blocks[k]] = pp
    one = np.kron(hop, I2).astype(complex)
    # orbital momentum in the real p basis: (L_k)_ij = -i eps_kij
    ls = sum(np.kron(-1j * EPS[k], SPIN[k]) for k in range(3))
    for k in range(len(ligands)):
        start = 4 + 6 * k
        one[start:start + 6, start:start + 6] += soc * ls
    # antisymmetric two-electron basis c+_p c+_q |0>, p < q
    p, q = np.triu_indices(2 * n_orb, 1)
    two = one[np.ix_(p, p)] * (q[:, None] == q[None, :])
    two += one[np.ix_(q, q)] * (p[:, None] == p[None, :])
    two -= one[np.ix_(p, q)] * (q[:, None] == p[None, :])
    two -= one[np.ix_(q, p)] * (p[:, None] == q[None, :])
    for first in (0, 2):
        k = np.flatnonzero((p == first) & (q == first + 1))[0]
        two[k, k] += REPULSION
    energy, vec = eigh(two, subset_by_index=[0, 3])
    spin_rows = np.flatnonzero((p < 2) & (q >= 2) & (q < 4))
    left, overlap, right = np.linalg.svd(vec[spin_rows])
    frame = left @ right
    h_eff = frame @ np.diag(energy) @ frame.conj().T
    tensor = 4 * np.array([np.trace(h_eff @ o) for o in PAIR_OPS]).real
    # time reversal must leave only a constant and the bilinear coupling
    rebuilt = np.trace(h_eff) / 4 * np.eye(4)
    rebuilt = rebuilt + np.einsum('k,kij->ij', tensor, PAIR_OPS)
    assert np.abs(h_eff - rebuilt).max() < 1e-10
    assert overlap.min() > 0.7
    return 1000 * tensor.reshape(3, 3), overlap.min()


def allowed_space(matrix):
    """Projector on allowed D and number of free entries of J, found from the
    unitary action of the symmetry on two-spin operators."""
    axial = np.linalg.det(matrix) * matrix
    rotvec = Rotation.from_matrix(axial).as_rotvec()
    u = expm(-1j * np.einsum('k,kij->ij', rotvec, SPIN))
    act = np.kron(u, u)
    if (matrix @ SITES[0])[2] > 0:
        exchange = np.eye(4)[[0, 2, 1, 3]]
        act = exchange @ act
    moved = np.array([act @ o @ act.conj().T for o in PAIR_OPS])
    rep = 4 * np.einsum('iab,jba->ij', PAIR_OPS, moved).real
    fixed = null_space(rep - np.eye(9), rcond=1e-9)
    projector = fixed @ fixed.T
    columns = []
    for c in range(3):
        image = (projector @ EPS[:, :, c].reshape(9)).reshape(3, 3)
        columns.append(dm_vector(image))
    return np.array(columns).T, fixed.shape[1]


def show(values, digits=4):
    rounded = np.round(values, digits) + 0.0
    return ' '.join(f'{v:9.{digits}f}' for v in rounded)


# ---- bent bridge: one ligand beside the bond --------------------------------
bend = 0.6
J_bent, overlap_bent = exchange_tensor([[bend, 0, 0]])
J_back, _ = exchange_tensor([[-bend, 0, 0]])
J_line, _ = exchange_tensor([[0, 0, 0]])
iso, D_bent, gamma = decompose(J_bent)
assert abs(D_bent[1]) > 1e-3
assert max(abs(D_bent[0]), abs(D_bent[2])) < 1e-7
assert np.allclose(dm_vector(J_back), -D_bent, atol=1e-7)
assert np.abs(dm_vector(J_line)).max() < 1e-7

# ---- decomposition, on a tensor from a bond without any symmetry -------------
seeds = np.array([[0.9, 0.4, 0.5], [0.4, 1.1, -0.6]])
J_gen, _ = exchange_tensor(seeds)
iso_gen, D_gen, gamma_gen = decompose(J_gen)
cross = [S1[1] @ S2[2] - S1[2] @ S2[1], S1[2] @ S2[0] - S1[0] @ S2[2],
         S1[0] @ S2[1] - S1[1] @ S2[0]]
H_full = np.einsum('k,kij->ij', J_gen.reshape(9), PAIR_OPS)
H_parts = iso_gen * sum(S1[k] @ S2[k] for k in range(3))
H_parts = H_parts + sum(D_gen[k] * cross[k] for k in range(3))
H_parts = H_parts + np.einsum('k,kij->ij', gamma_gen.reshape(9), PAIR_OPS)
assert np.allclose(H_full, H_parts, atol=1e-10)
norm_parts = 3 * iso_gen**2 + 2 * D_gen @ D_gen + np.sum(gamma_gen**2)
assert np.isclose(np.sum(J_gen**2), norm_parts, rtol=1e-12)
improper = -Rotation.from_rotvec([0.3, -0.8, 0.5]).as_matrix()
D_turned = dm_vector(improper @ J_gen @ improper.T)
assert np.allclose(D_turned, -improper @ D_gen, atol=1e-10)
J_nosoc, _ = exchange_tensor(seeds, soc=0.0)
assert np.allclose(J_nosoc, np.trace(J_nosoc) / 3 * I3, atol=1e-7)

# ---- symmetric clusters: name, R, order, D components allowed by the rule ----
turn3 = Rotation.from_rotvec([0, 0, 2 * np.pi / 3]).as_matrix()
rotoreflection4 = np.array([[0.0, -1, 0], [1, 0, 0], [0, 0, -1]])
cases = [
    ('no symmetry', np.eye(3), 1, (1, 1, 1)),
    ('1 inversion', -np.eye(3), 2, (0, 0, 0)),
    ('2 mirror perp AB', np.diag([1.0, 1, -1]), 2, (1, 1, 0)),
    ('3 mirror has AB', np.diag([1.0, -1, 1]), 2, (0, 1, 0)),
    ('4 C2 along x', np.diag([1.0, -1, -1]), 2, (0, 1, 1)),
    ('5 C2 along AB', np.diag([-1.0, -1, 1]), 2, (0, 0, 1)),
    ('5 C3 along AB', turn3, 3, (0, 0, 1)),
    ('S4 about AB', rotoreflection4, 4, (0, 0, 0)),
]
rows = []
largest_forbidden = 0.0
lowest_overlap = 1.0
for name, R, order, allowed in cases:
    cluster = [np.linalg.matrix_power(R, k) @ r
               for r in seeds for k in range(order)]
    J, overlap = exchange_tensor(cluster)
    lowest_overlap = min(lowest_overlap, overlap)
    J0, D, _ = decompose(J)
    M = np.linalg.det(R) * R
    swapped = (R @ SITES[0])[2] > 0
    assert np.allclose(M.T @ J @ M, J.T if swapped else J, atol=1e-7)
    D_projector, free = allowed_space(R)
    assert np.allclose(D_projector, np.diag(allowed), atol=1e-9)
    for k in range(3):
        if allowed[k]:
            assert abs(D[k]) > 1e-4, (name, D)
        else:
            assert abs(D[k]) < 1e-7, (name, D)
            largest_forbidden = max(largest_forbidden, abs(D[k]))
    if name.startswith('3'):
        # rotating D as a polar vector would contradict the computed D
        assert np.linalg.norm(R @ D - D) > np.linalg.norm(D)
    rows.append((name, len(cluster), free, J0, D))

# ---- output -------------------------------------------------------------------
print('Inputs (eV)')
print(f'U = {REPULSION}, ligand level = {LIGAND_LEVEL}')
print(f'direct s-s hopping = {HOP_DIRECT}')
print(f's-p hopping at distance 1 = {HOP_SP}')
print(f'p-p sigma, pi at distance 1 = {HOP_PP_SIGMA}, {HOP_PP_PI}')
print(f'spin-orbit lambda = {SPIN_ORBIT}')
print('Lengths in half bond lengths; A, B at z = -1, +1')
print(f'Bent bridge: ligand at x = {bend}, y = z = 0')
print('J (meV), rows x y z:')
for row in J_bent:
    print(show(row))
print(f'J0 = {iso:.4f} meV')
print(f'D (meV) = {show(D_bent)}')
print('Gamma (meV), rows x y z:')
for row in gamma:
    print(show(row))
print(f'|D|/J0 = {np.linalg.norm(D_bent) / iso:.4f}')
hartree_mev = 1000 * physical_constants['Hartree energy in eV'][0]
print(f'J0 = {1e6 * iso / hartree_mev:.2f} microhartree')
D_micro = 1e6 * np.linalg.norm(D_bent) / hartree_mev
print(f'|D| = {D_micro:.3f} microhartree')
print(f'smallest spin-space overlap = {overlap_bent:.4f}')
print(f'D, ligand at x = {-bend} (meV) = {show(dm_vector(J_back))}')
print(f'D, ligand at x = 0 (meV) = {show(dm_vector(J_line))}')
print('Clusters grown from two seed ligands at')
for r in seeds:
    print(show(r, 1))
print('case, ligands, free entries of J, J0, Dx Dy Dz (meV)')
for name, count, free, J0, D in rows:
    print(f'{name:17s}{count:2d}{free:3d} {J0:9.4f} {show(D)}')
print(f'largest forbidden |D component| = {largest_forbidden:.1e} meV')
print(f'smallest overlap, all clusters = {lowest_overlap:.4f}')
print(f'no symmetry, lambda = 0: J0 = {np.trace(J_nosoc) / 3:.4f} meV')
D_nosoc = np.linalg.norm(dm_vector(J_nosoc))
print(f'no symmetry, lambda = 0: |D| = {D_nosoc:.1e} meV')
print('success')
```

Output:

```
Inputs (eV)
U = 6.0, ligand level = 4.0
direct s-s hopping = -0.2
s-p hopping at distance 1 = 0.8
p-p sigma, pi at distance 1 = 0.3, -0.1
spin-orbit lambda = 0.4
Lengths in half bond lengths; A, B at z = -1, +1
Bent bridge: ligand at x = 0.6, y = z = 0
J (meV), rows x y z:
  10.9166    0.0000   -1.8701
   0.0000   10.9936    0.0000
   1.8701    0.0000   10.9166
J0 = 10.9422 meV
D (meV) =    0.0000    1.8701    0.0000
Gamma (meV), rows x y z:
  -0.0257    0.0000    0.0000
   0.0000    0.0513    0.0000
   0.0000    0.0000   -0.0257
|D|/J0 = 0.1709
J0 = 402.12 microhartree
|D| = 68.726 microhartree
smallest spin-space overlap = 0.9785
D, ligand at x = -0.6 (meV) =    0.0000   -1.8701    0.0000
D, ligand at x = 0 (meV) =    0.0000    0.0000    0.0000
Clusters grown from two seed ligands at
      0.9       0.4       0.5
      0.4       1.1      -0.6
case, ligands, free entries of J, J0, Dx Dy Dz (meV)
no symmetry       2  9   32.7286   -1.4219    1.6459   -0.0772
1 inversion       4  6   39.8859    0.0000    0.0000    0.0000
2 mirror perp AB  4  6   44.1388   -2.8943    3.4566    0.0000
3 mirror has AB   4  5   40.1130    0.0000    3.6002    0.0000
4 C2 along x      4  6   40.3846    0.0000    3.4032   -0.0350
5 C2 along AB     4  5   39.8829    0.0000    0.0000   -0.1557
5 C3 along AB     6  3   48.2549    0.0000    0.0000   -0.1338
S4 about AB       8  2   57.6616    0.0000    0.0000    0.0000
largest forbidden |D component| = 1.6e-12 meV
smallest overlap, all clusters = 0.8997
no symmetry, lambda = 0: J0 = 32.6815 meV
no symmetry, lambda = 0: |D| = 3.0e-13 meV
success
```
